# Lang-Firsov Polaron Shift and Band Narrowing for an Oxide Hole, part 1

(Sections cited here and not found follow in the second part.)

## I. Energy shift and narrowed band

Before a calculated valence band is used to describe hole transport in an oxide, one must decide whether its dispersion survives the relaxation of the lattice around the hole. If it does, the band width and the effective mass are useful inputs to a transport model. If it does not, the hole is better described as a localized charge with its distortion, and the rigid-lattice band supplies the bare hopping energy but not the mobile bandwidth. Two calculated quantities enter the decision: the energy gained by relaxation, and the factor by which relaxation reduces coherent hopping. They must then be compared with the bare hopping energy, the thermal energy and the effect of any applied field.

### The model and its conventions

Consider one spinless hole on a lattice of equivalent sites. The operator $c_i^\dagger$ creates the hole on site $i$, and $n_i=c_i^\dagger c_i$. Each site carries one undamped vibrational mode of energy $\hbar\omega$, with lowering operator $b_i$. The Holstein Hamiltonian is

$$
H=-t\sum_{\langle i,j\rangle}c_i^\dagger c_j
+\hbar\omega\sum_i b_i^\dagger b_i
+g\hbar\omega\sum_i n_i(b_i+b_i^\dagger).
\tag{1}
$$

The first sum runs over ordered pairs of neighbours, so each bond appears twice, once for each direction of hopping. The hopping energy $t$ is real and positive, and $g$ is a dimensionless real coupling. The energy of the hole on an undistorted site is zero, and the constant zero-point energy of the vibrations is omitted.

Energies are hole energies. The bottom of the hole band therefore corresponds to the top of the electronic valence band. The model assumes that the coupling is linear in the displacement, that a hole distorts its own site alone, and that the mode frequency depends neither on wave vector nor on the presence of the hole.

### Relaxation without hopping

Set $t=0$ and place the hole on site $i$. The Hamiltonian of that site's oscillator is $\hbar\omega[b^\dagger b+g(b+b^\dagger)]$, with the site index suppressed. Expanding a product gives

$$
(b^\dagger+g)(b+g)=b^\dagger b+g(b+b^\dagger)+g^2,
$$

and therefore

$$
\hbar\omega[b^\dagger b+g(b+b^\dagger)]
=\hbar\omega(b^\dagger+g)(b+g)-g^2\hbar\omega.
\tag{2}
$$

The operator $B=b+g$ obeys $[B,B^\dagger]=[b,b^\dagger]=1$, because adding a number changes no commutator. Thus $B^\dagger B$ has eigenvalues $0,1,2,\ldots$, and the lowest energy is $-E_p$, where

$$
E_p=g^2\hbar\omega .
\tag{3}
$$

In the lowest state $B$ gives zero, so $\langle b\rangle=-g$: the oscillator is displaced. The distortion costs an elastic energy $\hbar\omega g^2=E_p$, while the coupling contributes $g\hbar\omega(-2g)=-2E_p$. Their sum is $-E_p$.

### The transformation

The displacement in equation (2) must follow the hole when hopping is restored. Define

$$
S=g\sum_i n_i(b_i^\dagger-b_i),\qquad
\widetilde H=e^S H e^{-S}.
\tag{4}
$$

Taking the adjoint reverses the sign of $b_i^\dagger-b_i$, so $S^\dagger=-S$ and $e^S$ is unitary. The transformed Hamiltonian has the same eigenvalues as the original one.

To transform $b_i$, introduce $F(\lambda)=e^{\lambda S}b_i e^{-\lambda S}$. Differentiation gives

$$
\frac{dF}{d\lambda}=e^{\lambda S}[S,b_i]e^{-\lambda S}.
$$

Modes on different sites commute, and $[b_i^\dagger,b_i]=-1$. Hence

$$
[S,b_i]=g n_i[b_i^\dagger-b_i,b_i]=-g n_i .
$$

Since $n_i$ commutes with $S$, the derivative is the constant operator $-g n_i$. Integrating from $\lambda=0$ to $1$ yields

$$
e^S b_i e^{-S}=b_i-g n_i,\qquad
e^S b_i^\dagger e^{-S}=b_i^\dagger-g n_i .
\tag{5}
$$

The second relation is the adjoint of the first. The vibrational energy on site $i$, divided by $\hbar\omega$, becomes

$$
(b_i^\dagger-g n_i)(b_i-g n_i)
=b_i^\dagger b_i-g n_i(b_i+b_i^\dagger)+g^2n_i^2 ,
$$

and the coupling, divided by the same energy, becomes

$$
g n_i(b_i+b_i^\dagger-2g n_i)
=g n_i(b_i+b_i^\dagger)-2g^2n_i^2 .
$$

The linear terms cancel in the sum, leaving $b_i^\dagger b_i-g^2n_i^2$. The occupation is zero or one, so $n_i^2=n_i$, and the last term is the energy shift $-E_p n_i$.

The hopping term requires the order of the operators. Take a state with the hole on $j$. The factor $e^{-S}$ acts first and reduces to $\exp[-g(b_j^\dagger-b_j)]$. The operator $c_i^\dagger c_j$ then moves the hole to $i$. Finally $e^S$ acts on a state with the hole on $i$ and reduces to $\exp[g(b_i^\dagger-b_i)]$. With

$$
D_i(g)=\exp[g(b_i^\dagger-b_i)],
\tag{6}
$$

the transformed hop is

$$
e^S c_i^\dagger c_j e^{-S}=c_i^\dagger c_j D_i(g)D_j(-g).
\tag{7}
$$

Collecting the parts,

$$
\widetilde H=-t\sum_{\langle i,j\rangle}c_i^\dagger c_jD_i(g)D_j(-g)
+\hbar\omega\sum_i b_i^\dagger b_i-E_p\sum_i n_i .
\tag{8}
$$

No approximation has been made in passing from equation (1) to equation (8). The linear coupling has disappeared from the site energy and reappeared in the hop. A transformed state without phonons describes, in the original variables, a hole together with its relaxed oscillator.

### The overlap of displaced oscillators

The coherent hop between zero-phonon states needs $\langle0|D(g)|0\rangle$. A more general result will also be useful:

$$
D(g)|0\rangle=e^{-g^2/2}e^{g b^\dagger}|0\rangle .
\tag{9}
$$

To prove it, call the right side $|\phi(g)\rangle$. From $[b,(b^\dagger)^n]=n(b^\dagger)^{n-1}$ and the power series of the exponential, $b|\phi(g)\rangle=g|\phi(g)\rangle$. Therefore

$$
\frac{d}{dg}|\phi(g)\rangle=(b^\dagger-g)|\phi(g)\rangle
=(b^\dagger-b)|\phi(g)\rangle .
$$

The left side of equation (9) obeys the same first-order differential equation, and both sides equal $|0\rangle$ at $g=0$. They are therefore equal for every $g$.

Using $(b^\dagger)^n|0\rangle=\sqrt{n!}\,|n\rangle$ in the series of equation (9) gives

$$
\langle n|D(g)|0\rangle=e^{-g^2/2}\frac{g^n}{\sqrt{n!}} .
\tag{10}
$$

For $n=0$ this is $e^{-g^2/2}$. The same number follows in position space. Let $x=(b+b^\dagger)/\sqrt2$, for which the oscillator ground state is $\pi^{-1/4}e^{-x^2/2}$. A change of $g$ in $b$ shifts $x$ by $a=\sqrt2\,g$. Since

$$
\frac{x^2}{2}+\frac{(x-a)^2}{2}
=\left(x-\frac a2\right)^2+\frac{a^2}{4},
$$

the overlap of the two Gaussians is $e^{-a^2/4}=e^{-g^2/2}$.

A hop changes two oscillators. The one at the origin must return to its undistorted state, and the one at the destination must become distorted. Their overlaps multiply:

$$
\langle0,0|D_i(g)D_j(-g)|0,0\rangle
=e^{-g^2/2}e^{-g^2/2}=e^{-g^2}.
\tag{11}
$$

### The zero-temperature band

At $t=0$, the zero-phonon states with the hole on different sites all have energy $-E_p$. The next states lie higher by $\hbar\omega$. First-order degenerate perturbation theory consists of projecting the hopping term onto the zero-phonon states. Equation (11) then replaces $t$ by

$$
\tilde t=t e^{-g^2}=t e^{-E_p/\hbar\omega}.
\tag{12}
$$

For a lattice of $N$ sites, the projected Hamiltonian is diagonal in the Bloch states $N^{-1/2}\sum_j e^{i\mathbf k\cdot\mathbf R_j}|j\rangle$. A hop by $\boldsymbol\delta$ contributes the phase $e^{-i\mathbf k\cdot\boldsymbol\delta}$. Neighbours occur in pairs $\pm\boldsymbol\delta$, so the phases add to a real sum of cosines:

$$
E(\mathbf k)=-E_p-\tilde t\,\gamma(\mathbf k),\qquad
\gamma(\mathbf k)=\sum_{\boldsymbol\delta}\cos(\mathbf k\cdot\boldsymbol\delta).
\tag{13}
$$

The bare band is $-t\gamma(\mathbf k)$. Every energy difference within it is multiplied by the same factor, and so is its width:

$$
W_{\rm pol}=W_{\rm bare}e^{-g^2}.
\tag{14}
$$

This is the exponential narrowing, to first order in $t$ and at zero temperature. At $g=0$ it gives the bare band, as it must, because equation (8) then contains no phonons in the hop. At fixed $E_p$, a smaller phonon energy increases the exponent. The limit $\hbar\omega\to0$ at fixed $t$ cannot be taken in equation (14), however, because the gap to the excited phonon states closes and the first-order projection loses its justification.

Two sites provide a direct test. Their first-order levels are $-E_p\mp\tilde t$, so the mean level gives the shift, and the splitting divided by $2t$ gives the narrowing factor. Diagonalizing equation (1) with $t=0.001\,\hbar\omega$ gave mean levels of $-0.50000$, $-2.00000$ and $-4.00000$ in units of $\hbar\omega$ for $g^2=0.5$, $2$ and $4$. The corresponding factors were $0.606530$, $0.135335$ and $0.018316$, in agreement with $e^{-g^2}$ to within one part in ten thousand.

### Where the missing hopping strength goes

The transformation does not destroy the hop. It distributes it among final states with different numbers of phonons. Let the hop leave $n_i$ phonons at its destination and $n_j$ at its origin. Equation (10) gives the squared matrix element, relative to $t^2$, as

$$
e^{-2g^2}\frac{g^{2(n_i+n_j)}}{n_i!\,n_j!}.
$$

For a fixed total $n=n_i+n_j$, the binomial theorem gives $\sum 1/(n_i!\,n_j!)=2^n/n!$. The total weight is therefore

$$
P_n=e^{-2g^2}\frac{(2g^2)^n}{n!},\qquad \sum_{n=0}^{\infty}P_n=1 .
\tag{15}
$$

This is a Poisson distribution with mean $2g^2$. The mean phonon energy created by a sudden hop is $2g^2\hbar\omega=2E_p$. Half of it is the elastic energy left behind at the origin, and half is the relaxation energy not yet gained at the destination. The band in equation (13) uses the $n=0$ part. The other parts act as virtual states, whose effect is found in second order.

## II. Corrections, conditions and a nickel oxide example

The symbols carried over are the bare hopping $t$, the phonon energy $\hbar\omega$, the coupling $g$, the relaxation energy $E_p=g^2\hbar\omega$, and the lattice sum $\gamma(\mathbf k)$ over $z$ neighbours. The displacement operator $D(g)$ obeys equation (10). To first order in $t$, the zero-phonon band is $-E_p-\tilde t\gamma$, with $\tilde t=te^{-g^2}$.

### Second order in the hopping

Let $P$ project onto states without phonons and $Q$ onto the rest, and let $V$ be the hopping term in equation (8). The eigenvalue equation has two parts. Its $Q$ part gives

$$
Q\psi=(E-Q\widetilde HQ)^{-1}QVP\psi .
$$

To second order in $t$, the inverse may be evaluated at $t=0$, where $E=-E_p$ and a state with $n$ phonons has energy $-E_p+n\hbar\omega$. The denominator is then $-n\hbar\omega$. Substitution into the $P$ part adds to the first-order Hamiltonian the term

$$
H^{(2)}=-\sum_{n\ge1}\frac{PVQ_nVP}{n\hbar\omega},
\tag{16}
$$

where $Q_n$ selects states with $n$ phonons. Two kinds of path contribute.

In the first, the hole hops to a neighbour and returns. Equation (15) gives the weight of each intermediate phonon number, so each neighbour lowers the energy by

$$
A=\frac{t^2}{\hbar\omega}e^{-2g^2}\sum_{n\ge1}\frac{(2g^2)^n}{n\,n!}.
\tag{17}
$$

In the second, the hole goes from $i$ through $j$ to a different site $k$. The first hop alone acts on the oscillator at $i$, and the second alone acts on that at $k$. Since the final state has no phonons, each contributes $e^{-g^2/2}$. The middle oscillator may be excited between the hops. Because $D(-g)=D(g)^\dagger$, it contributes $|\langle n|D(g)|0\rangle|^2=e^{-g^2}g^{2n}/n!$. The effective two-step hopping term is $-J_2$, with

$$
J_2=\frac{t^2}{\hbar\omega}e^{-2g^2}\sum_{n\ge1}\frac{g^{2n}}{n\,n!}.
\tag{18}
$$

The phases of all two-step paths sum to $\gamma^2$. This includes $z$ returning paths, each with phase one, which belong to equation (17) and must be removed. Through second order,

$$
E(\mathbf k)=-E_p-zA-\tilde t\gamma-J_2(\gamma^2-z).
\tag{19}
$$

For large $g^2$, the sum $\sum x^n/(n\,n!)$ is approximately $e^x/x$, because the Poisson weights concentrate near $n=x$. Thus $A\simeq t^2/(2E_p)$ and

$$
J_2\simeq\frac{t^2}{E_p}e^{-g^2},\qquad
\frac{J_2}{\tilde t}\simeq\frac{t}{E_p}.
\tag{20}
$$

The two-step hop carries the same exponential as the direct hop. Its relative size is governed by $t/E_p$ and is not suppressed by a further factor $e^{-g^2}$. For small $g^2$, in contrast, $J_2\simeq t^2g^2/\hbar\omega$, which vanishes with the coupling.

A triangle of three mutually neighbouring sites tests these expressions. It has $z=2$, one level with $\gamma=2$ and two with $\gamma=-1$. By equation (19), the pair lies above the single level by $3\tilde t+3J_2$. Reversing the sign of $t$ reverses the first term and preserves the second, so the two can be separated. The average of the three levels is $-E_p-2A$, since both $\gamma$ and $\gamma^2-2$ average to zero; averaging over the two signs of $t$ removes odd orders.

For $|t|=0.02\,\hbar\omega$ and $g^2=0.5$, diagonalization of equation (1) gave $\tilde t=0.01212$, $J_2=8.382\times10^{-5}$ and $A=1.940\times10^{-4}$, all in units of $\hbar\omega$. The formulas give $0.01213$, $8.390\times10^{-5}$ and $1.939\times10^{-4}$. Each pair agrees to within one per cent.

For local coupling at zero temperature, relaxation lowers the hole's energy by $E_p$ and narrows its band by $e^{-g^2}$ to first order in the hopping, with second-order corrections now found and tested. What remains is to treat temperature and distortion shared between sites, and to apply the results to an example in the regime of nickel oxide.
